# Uniform precursor flux to a rotating disk, derived in two ways, part 2

An infinite disk at $z=0$ turns at angular speed $\omega$ under gas of constant density, kinematic viscosity $\nu$ and precursor diffusivity $D$; $\mathrm{Sc}=\nu/D$. The flow is steady and laminar, without buoyancy. The dilute precursor has concentration $c$, tending to $c_\infty$ far above. We seek its flux $J$ into the disk.

The radial, azimuthal and vertical velocities are $rf$, $rg$ and $w$, with $w'=-2f$, $f\ge0$ and $w<0$ towards the disk. With $\ell=\sqrt{\nu/\omega}$ and $\zeta=z/\ell$, $f=\omega F$, $g=\omega G$ and $w=\sqrt{\nu\omega}\,H$, where $F,G,H$ are fixed functions of $\zeta$. Far above, $H\to H_\infty=-0.88447$ and $w\to w_\infty$. Momentum balances require $-G'(0)=4\int FG\,d\zeta$ and $a\equiv F'(0)=\int G^2d\zeta-3\int F^2d\zeta$.

The first derivation tried a concentration $c(z)$ and proved it unique:

$$Dc''=wc'. \tag{5}$$

For a perfect sink ($c=0$ at the surface), $J=k_mc_\infty$ with $k_m=D/(\ell I)$ and

$$\ell I=\int_0^\infty e^{W(z)}dz,\qquad W(z)=\frac1D\int_0^zw\,dz' .$$

For large $\mathrm{Sc}$, $k_m$ tends to Levich's law,

$$k_m^{\rm L}=\frac{(a/3)^{1/3}}{\Gamma(4/3)}\,D^{2/3}\nu^{-1/6}\omega^{1/2}=0.620\,D^{2/3}\nu^{-1/6}\omega^{1/2}, \tag{8}$$

and $I$ exceeds its leading form by the factor $1+B\,\mathrm{Sc}^{-1/3}+\dots$. For a surface rate $J=k_sc_s$, with $c_s$ the surface concentration,

$$J=\frac{k_mk_s}{k_m+k_s}\,c_\infty , \tag{9}$$

$$\frac{d\ln J}{d\ln\omega}=\frac12\left(1-\frac{k_m}{k_m+k_s}\right)=\frac12\,\frac{k_s}{k_s+k_m}. \tag{10}$$

The second derivation follows molecules released uniformly at height $Z$. Height changes by drift $w\,dt$ plus a random step of variance $2D\,dt$, independently of horizontal position $X=x+iy$. From the start $X_0$, $X=mX_0+N$, where $m=\exp\int(f+ig)\,dt$ and the random $N$ is independent of $X_0$. Landing is uniform, diluted by the weight $\exp(-2\int f\,dt)$. Its mean over vertical walks from height $z$ to landing is $q(z)$, and

$$J=|w_\infty|\,c_\infty\,q_\infty,\qquad q_\infty=q(Z\to\infty). \tag{12}$$

### The half power from a change of clock

Measure time as $\tau=\omega t$ and height as $\zeta=z/\ell$. The drift $w\,dt/\ell$ becomes $H\,d\tau$, because $\sqrt{\nu\omega}/(\omega\ell)=1$. The variance of the random step becomes $2D\,dt/\ell^2=(2/\mathrm{Sc})\,d\tau$, and the stretching exponent $2f\,dt$ becomes $2F\,d\tau$. The speed $\omega$ has disappeared from the walk and from the average. Hence $q_\infty$ depends on $\mathrm{Sc}$ alone, and (12) reads

$$J=|H_\infty|\,q_\infty(\mathrm{Sc})\,\sqrt{\nu\omega}\;c_\infty .$$

The flux is proportional to $\omega^{1/2}$ before any average has been worked out. A faster disk makes the molecules run through the same set of scaled paths, only sooner and closer to the surface.

### The prefactor

Consider a molecule at height $z$ and let a short time $dt$ pass. The weight gains the factor $1-2f\,dt$, and the molecule moves to $z+dz$. The mean of $dz$ is $w\,dt$ and the mean of $(dz)^2$ is $2D\,dt$, so to first order in $dt$

$$q(z)=(1-2f\,dt)\left[q+wq'\,dt+Dq''\,dt\right]\quad\Rightarrow\quad Dq''+wq'-2fq=0 .$$

Continuity, $-2f=w'$, turns the last two terms into a total derivative:

$$Dq''+(wq)'=0\quad\Rightarrow\quad Dq'+wq=K, \tag{13}$$

with $K$ a constant. Since $W'=w/D$, multiplication by $e^{W}/D$ gives $(qe^{W})'=(K/D)e^{W}$, and integration from the surface yields

$$q(z)\,e^{W(z)}=q(0)+\frac KD\int_0^ze^{W}dz' .$$

Far above the disk $e^{W}\to0$, because $w$ is negative there. The weight $q$ cannot exceed 1, because $f\ge0$. The left side therefore vanishes, and

$$q(0)=-\frac KD\,\ell I=-\frac{K}{k_m}. \tag{14}$$

At a perfect sink a molecule at the surface has already landed, so $q(0)=1$ and $K=-k_m$. To find $q_\infty$, subtract the full integral from the partial one:

$$q(z)\,e^{W(z)}=-\frac KD\int_z^\infty e^{W}dz' .$$

Where $w$ has reached $w_\infty$, the remaining integral is $e^{W(z)}D/|w_\infty|$. Hence

$$q_\infty=-\frac{K}{|w_\infty|}=\frac{k_m}{|w_\infty|}, \tag{15}$$

and (12) gives $J=k_mc_\infty$, with the same $k_m$ as before. The integral $I$ now appears as the condition that a mean weight stays bounded.

### What the weight means

The number $q_\infty$ is also a ratio of two rates: the deposition on a circle about the axis, divided by the supply that descends through an equal circle far above. Single molecules may diffuse into or out of the cylinder between the two circles; the ratio concerns only the totals. This can be checked with a balance on a cylinder of gas standing on the disk. Write (5) as $Dc''=(wc)'-w'c=(wc)'+2fc$ and integrate over all heights. With $w(0)=0$ and $c'\to0$ far above, this gives $-J=w_\infty c_\infty+2\int fc\,dz$, or

$$J=|w_\infty|c_\infty-2\int_0^\infty fc\,dz .$$

The last term is the outflow through the side, $2\pi r\int rfc\,dz$, divided by the base area $\pi r^2$. Supply minus outflow equals deposition. For $\mathrm{Sc}=1.6$ the deposited and outgoing fractions are 0.358 and 0.642, computed separately, and they add up to 1 as required.

On an infinite disk the outgoing part is not lost. The probability $p(z)$ of landing at some time obeys the equation for $q$ without the dilution term, $Dp''+wp'=0$, so that $p'\propto e^{-W}$. This grows without limit, so a bounded $p$ must be constant, and $p(0)=1$ makes it 1. Every molecule lands. Some land nearer the axis than they started, because they also diffuse sideways, but for each vertical history the mean square distance from the axis is larger at landing than at release, since $|m|\ge1$ and $N$ has zero mean. The further average over histories need not be finite: it is finite for $\mathrm{Sc}=1.6$ and diverges for $\mathrm{Sc}$ above about 3. On a finite wafer, what passes the rim leaves the wafer.

### Finite reactivity again

With finite $k_s$, a molecule that touches the surface sticks only with some probability. Replace the vertical walk near the wall by jumps of length $h$, and let $\epsilon$ be the sticking probability at each attempt to jump into the wall. There are $ch$ molecules per unit area at the site next to the wall, and each attempts that jump at the rate $D/h^2$. The flux is $\epsilon Dc/h$, and for this to equal $k_sc$ one needs $\epsilon=k_sh/D$.

Let $q_1$ and $q_2$ be the mean weights at the first two sites. From the first site the walker goes up, or tries the wall, with equal chance. Drift and dilution during one jump are of order $h^2$ or smaller and drop out, so

$$q_1=\tfrac12q_2+\tfrac12\left[\epsilon+(1-\epsilon)q_1\right]\quad\Rightarrow\quad q_2-q_1=\epsilon(q_1-1).$$

Dividing by $h$ and letting $h\to0$ gives $Dq'(0)=k_s[q(0)-1]$. Since $w(0)=0$, equation (13) says $K=Dq'(0)$, and (14) still holds. Therefore

$$K=k_s\left(-\frac K{k_m}-1\right)\quad\Rightarrow\quad -K=\frac{k_mk_s}{k_m+k_s}.$$

Equations (12) and (15) give $J=-Kc_\infty$, which is (9).

### A worked example

Take round model parameters: $\nu=800$ mm²/s, $D=500$ mm²/s, $\omega=100$ rad/s, $c_\infty=0.002$ mol/m³ and $k_s=500$ mm/s. The film has a molar volume of $1.2\times10^{-5}$ m³/mol and gains one formula unit per reacted precursor molecule.

The Schmidt number is $800/500=1.6$ and the flow length is $\ell=\sqrt{800/100}=2.83$ mm. The integral is $I=1.973$, so the equivalent still layer is $1.973\times2.83=5.58$ mm thick, and

$$k_m=\frac{500}{5.58}=89.6\ \text{mm/s}.$$

Levich's law gives 128.3 mm/s, which is 1.43 times as much. The gas descends at 250 mm/s, and the deposited fraction is $89.6/250=0.358$. For a perfect sink the flux would be $0.0896\times0.002=1.79\times10^{-4}$ mol/(m² s). With the finite $k_s$,

$$J=\frac{89.6\times500}{589.6}\times10^{-3}\times0.002=1.52\times10^{-4}\ \text{mol/(m² s)}.$$

Multiplied by the molar volume and by 3600 s/h, this is a growth rate of 6.56 µm/h.

The local exponent (10) is $0.5\times500/589.6=0.424$. The dimensional equations, solved at speeds lower and higher by a factor of 1.1, give the same value. Between 25 and 1600 rad/s, $k_m$ rises by the factor 8, from 44.8 to 358 mm/s. The flux rises from $0.822\times10^{-4}$ to $4.17\times10^{-4}$ mol/(m² s), a factor of 5.1, while the exponent falls from 0.459 to 0.291. The two resistances are equal at about 3100 rad/s. The upper speeds serve only to show the trend of the model: 1600 and 3100 rad/s are about 15,000 and 30,000 rpm, far above the speeds of deposition reactors, whereas 100 rad/s is 955 rpm.

### Where uniformity ends

A real wafer is finite. The transport equation was therefore also solved with $c$ free to vary with radius, in the same flow, for a perfect sink of radius 100 mm surrounded by an inert surface. At the centre the scaled wall gradient is 0.5070, against $1/I=0.5068$. Out to 90 mm the flux varies by less than one part in $10^9$, and it stays within 1% of the central value out to 98.8 mm. The rim is felt only very near to it, because its influence must diffuse inwards against gas that moves outwards. The disturbed strip is about three grid cells wide, so its width is known only roughly.

A disturbance at the centre is different, since the flow carries it over the wafer. With an inert core of radius 20 mm, the flux relative to the uniform value is about 1.3 at 25 mm, 1.016 at 50 mm and 1.001 at 90 mm. Molecules that would have stuck to the core go on to land further out. The spinning flow does not by itself make the flux uniform; the surface must also react alike at every radius.

The flow has its own conditions. The Reynolds number $R^2\omega/\nu$ of the example, with $R=100$ mm, is 1250, far below the rough value of $10^5$ at which such a flow ceases to be laminar. The inlet must lie well above both the flow layer and the diffusion layer. As a measure of the second, for a perfect sink $c$ reaches 99% of $c_\infty$ at 12.2 mm. The inlet must also supply the 250 mm/s of descending gas that the disk draws. If it supplies less, the remainder has to come from elsewhere in the chamber, and the uniform far concentration is no longer assured. A strongly heated wafer violates the assumption of constant density, $\nu$ and $D$, and the precursor may also drift in the temperature gradient, which was neglected here. The prefactors found here do not then apply.

### What each derivation assumes

Both derivations use the same flow, which has a horizontal velocity proportional to $r$, a vertical velocity free of $r$, and one length scale $\sqrt{\nu/\omega}$. The azimuthal velocity does not enter the equation for $c(z)$, so the field derivation uses it only in finding $w$. Both derivations assume constant $D$, a dilute precursor, a uniform supply from above and a uniform surface. They differ in what they add.

The field derivation starts from a trial form and so needs a uniqueness argument, which assumes that the concentration is bounded and approaches $c_\infty$ uniformly in $r$. It does not need the sign of $f$. It yields the concentration profile, and it does not depend on first-order kinetics. For a surface rate $R(c_s)$ that is the same everywhere, the balance $R(c_s)=k_m(c_\infty-c_s)$ again gives a radially uniform solution. If that balance has several roots, however, there are several such solutions, and uniqueness is lost.

The path derivation needs no trial form and no uniqueness argument. It assumes instead that the molecules move and react independently of one another, which restricts it to first-order kinetics, and it uses $f\ge0$ to bound the weight. In return, its proof of uniformity never uses the steadiness of the flow. If $f$, $g$ and $w$ also depend on time, as in a spin-up that keeps this form, $X$ still obeys a linear equation and $z$ an equation without $X$, so a uniform supply still lands uniformly. The half power does not in general carry over to that case, because the flux then depends also on the time elapsed since the start.

The two also place the half power differently. In the field picture the diffusion layer thins as $\omega^{-1/2}$. In the path picture the supply of gas grows as $\omega^{1/2}$ while the deposited fraction stays fixed. These are the same statement, since $D/(\ell I)=|w_\infty|q_\infty$. The numerical output below lists the values used here.

## Values computed for the example and the checks

```
nu = 800 mm^2/s, D = 500 mm^2/s, Sc = 1.60
omega = 100 rad/s = 955 rpm
k_s = 500 mm/s, c_inf = 0.0020 mol/m^3
film molar volume = 1.20e-05 m^3/mol
wafer radius R = 100 mm, inert core = 20 mm
Reynolds number R^2 omega/nu = 1250
F'(0) = 0.51023, G'(0) = -0.61592, H_inf = -0.88447
4 int F G = 0.61592
int G^2 - 3 int F^2 = 0.51023
flow length ell = 2.828 mm
downward speed far above = 250.2 mm/s
I(Sc) = 1.97335, 1/I = 0.50675
scaled wall gradient from coupled equations = 0.50675
diffusion-layer thickness I*ell = 5.581 mm
height where c = 0.99 c_inf (perfect sink) = 12.20 mm
k_m = 89.58 mm/s
captured fraction = 0.3581, carried out = 0.6419
Levich coefficient = 0.62045
Levich estimate of k_m = 128.28 mm/s
Levich estimate / true k_m = 1.4320
B formula = 0.29801, B from quadrature = 0.29792
Sc = 1: true k_m / Levich k_m = 0.6386
Sc = 10: true k_m / Levich k_m = 0.8484
Sc = 100: true k_m / Levich k_m = 0.9331
Sc = 1000: true k_m / Levich k_m = 0.9696
Sc = 1000000: true k_m / Levich k_m = 0.9970
perfect-sink exponent, 50 to 200 rad/s = 0.500000
perfect-sink flux = 1.7916e-04 mol/(m^2 s)
flux with finite k_s = 1.5194e-04 mol/(m^2 s)
surface concentration / c_inf = 0.1519
growth rate = 6.564 micrometre/h
exponent at omega: formula 0.4240, coupled equations 0.4240
speed where k_m = k_s: 3115 rad/s
omega = 25 rad/s: k_m = 44.79 mm/s, J = 8.222e-05 mol/(m^2 s), exponent = 0.4589
omega = 100 rad/s: k_m = 89.58 mm/s, J = 1.519e-04 mol/(m^2 s), exponent = 0.4240
omega = 400 rad/s: k_m = 179.16 mm/s, J = 2.638e-04 mol/(m^2 s), exponent = 0.3681
omega = 1600 rad/s: k_m = 358.33 mm/s, J = 4.175e-04 mol/(m^2 s), exponent = 0.2913
2D centre gradient = 0.50700 (scaled)
2D relative flux spread for r < 0.9 R = 5.7e-11
2D grid spacing in r = 0.375 mm
2D flux within 1 percent of centre up to r = 98.8 mm
inert core: flux at r = 25 mm / uniform flux = 1.3273
inert core: flux at r = 50 mm / uniform flux = 1.0159
inert core: flux at r = 90 mm / uniform flux = 1.0013
```
